# Counting irreducible k-points of Gamma-centred and shifted fcc meshes: verification in Python

```python
# Result under test: irreducible k-points of N x N x N meshes for fcc with
# full cubic symmetry (48 operations):
#   Gamma-centred, N divisible by 4: (N^3 + 9 N^2 + 32 N + 48)/48
#   Gamma-centred, N = 2, 6, ...   : (N^3 + 9 N^2 + 32 N + 36)/48
#   shifted by half a step along all three b_i, N even: N(N+1)(N+2)/12
# which give 8, 29 (Gamma, N = 4, 8) and 10, 60 (shifted, N = 4, 8).
# Symbols: N mesh divisions, s = 0 Gamma-centred, s = 1 shifted,
# t = integer coordinates along b_i in units b_i/(2N), t_i = 2 m_i + s,
# B = rows b_i in units 2 pi/a, a = cubic lattice constant.
import itertools
from collections import Counter
import numpy as np

B = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])


def mesh(N, s):
    line = 2 * np.arange(N) + s
    grid = np.meshgrid(line, line, line, indexing="ij")
    return np.stack(grid, axis=-1).reshape(-1, 3)


def lattice_group():
    """All integer basis changes that preserve lengths and angles."""
    W = np.array(list(itertools.product((-1, 0, 1), repeat=9)))
    W = W.reshape(-1, 3, 3)
    metric = B @ B.T
    same = W @ metric @ W.transpose(0, 2, 1) == metric
    return W[same.all(axis=(1, 2))]


def codes(t, N):
    return (t % (2 * N)) @ np.array([4 * N * N, 2 * N, 1])


def analyse(N, s, ops):
    """Explicit images of every mesh point under every operation."""
    t = mesh(N, s)
    own = codes(t, N)
    images = codes(t[None, :, :] @ ops, N)
    label = images.min(axis=0)
    _, first, weight = np.unique(label, return_index=True,
                                 return_counts=True)
    inside = np.isin(images, own)
    fixed = (images == own).sum(axis=1)
    return {"t": t, "first": first, "weight": weight, "inside": inside,
            "fixed": fixed, "completed": np.unique(images).size}


def cartesian_stars(N, s):
    """Second road: shortest equivalent vector, signs and order removed."""
    shifts = np.array(list(itertools.product(range(-2, 3), repeat=3)))
    shifts = 2 * N * shifts @ B
    stars = Counter()
    for c in mesh(N, s) @ B:
        v = c + shifts
        length = (v * v).sum(axis=1)
        shortest = v[length == length.min()]
        forms = [tuple(sorted((abs(int(x)) for x in row), reverse=True))
                 for row in shortest]
        stars[max(forms)] += 1
    return stars


def gamma_formula(N):
    last = 48 if N % 4 == 0 else 36
    return (N**3 + 9 * N**2 + 32 * N + last) / 48


def shifted_formula(N):
    return N * (N + 1) * (N + 2) / 12


def angles(t, N):
    return np.pi * (t @ B) / (2 * N)


def model(x):
    c = np.cos(x)
    S = c[:, 0] * c[:, 1] + c[:, 1] * c[:, 2] + c[:, 2] * c[:, 0]
    return 1 / (4 - S)


ops = lattice_group()
assert len(ops) == 48
det = np.rint(np.linalg.det(ops)).astype(int)
trace = np.trace(ops, axis1=1, axis2=2)
print("operations of the lattice point group:", len(ops))

# Counts by explicit images against the closed formulas
for N in (2, 4, 6, 8, 12, 16):
    for s, formula in ((0, gamma_formula), (1, shifted_formula)):
        result = analyse(N, s, ops)
        assert len(result["weight"]) == formula(N), (N, s)
        assert result["weight"].sum() == N**3

names = {(1, 3): "identity", (1, -1): "twofold rotation",
         (1, 1): "fourfold rotation", (1, 0): "threefold rotation",
         (-1, -3): "inversion", (-1, 1): "mirror",
         (-1, -1): "S4", (-1, 0): "S6"}
data = {(N, s): analyse(N, s, ops) for N in (4, 8) for s in (0, 1)}

# Fixed points of each kind of operation
for N in (4, 8):
    expected = {(1, 3): N**3, (1, -1): 2 * N, (1, 1): N, (1, 0): N,
                (-1, -3): 8, (-1, 1): N**2, (-1, -1): 4, (-1, 0): 2}
    assert data[N, 0]["inside"].all()
    for d, tr, fix in zip(det, trace, data[N, 0]["fixed"]):
        assert fix == expected[int(d), int(tr)]
    inside = data[N, 1]["inside"]
    keeps = inside.all(axis=1)
    assert keeps.sum() == 12
    assert not inside[~keeps].any()
    expected_shifted = {(1, 3): N**3, (1, 0): N, (-1, 1): N**2,
                        (-1, -3): 0, (-1, 0): 0, (1, -1): 0}
    for i in np.flatnonzero(keeps):
        kind = (int(det[i]), int(trace[i]))
        assert data[N, 1]["fixed"][i] == expected_shifted[kind]
    assert data[N, 0]["completed"] == N**3
    assert data[N, 1]["completed"] == 4 * N**3

print("Gamma mesh, fixed points per operation (N=4, N=8):")
for kind, name in names.items():
    members = np.flatnonzero((det == kind[0]) & (trace == kind[1]))
    i = members[0]
    print(f"  {len(members)} x {name}: {data[4, 0]['fixed'][i]},"
          f" {data[8, 0]['fixed'][i]}")
keeps4 = data[4, 1]["inside"].all(axis=1)
print("operations preserving the shifted mesh:", keeps4.sum())
print("shifted mesh, fixed points summed over these (N=4, N=8):",
      data[4, 1]["fixed"][keeps4].sum(), data[8, 1]["fixed"][keeps4].sum())

# Counts by Cartesian reduction, and star lists for N = 4
title = {0: "Gamma-centred", 1: "shifted"}
for (N, s), result in data.items():
    stars = cartesian_stars(N, s)
    assert len(stars) == len(result["weight"])
    assert sorted(stars.values()) == sorted(result["weight"].tolist())
    print(f"{title[s]} N={N}: mesh points {N**3}, irreducible {len(stars)},"
          f" symmetry-completed set {result['completed']}")
    if N == 4:
        print("  star representative (2 pi/a), multiplicity:")
        for q in sorted(stars, key=lambda v: (sum(x * x for x in v), v)):
            k = " ".join(f"{x / (2 * N):.3f}" for x in q)
            print(f"  ({k})  {stars[q]}")

# Averages of a smooth cubic function, dense reference, Fourier shells
x_dense = angles(mesh(48, 0), 48)
f_dense = model(x_dense)
reference = f_dense.mean()
x_check = angles(mesh(40, 1), 40)
assert abs(model(x_check).mean() - reference) < 1e-12
print(f"reference average of f (dimensionless): {reference:.8f}")
error = {}
for (N, s), result in data.items():
    f = model(angles(result["t"], N))
    reduced = (f[result["first"]] * result["weight"]).sum() / N**3
    assert abs(reduced - f.mean()) < 1e-13
    error[N, s] = reduced - reference
    print(f"error of f, {title[s]} N={N}, {len(result['weight'])} points:"
          f" {error[N, s]:.3e}")


def coefficient(n):
    """Fourier coefficient at 4R, R = (a/2) n."""
    return (f_dense * np.cos(x_dense @ (4 * np.array(n)))).mean()


G = {n: coefficient(n) for n in
     ((1, 1, 0), (2, 0, 0), (2, 1, 1), (2, 2, 0), (2, 2, 2))}
gamma_shells = (12 * G[1, 1, 0] + 6 * G[2, 0, 0] + 24 * G[2, 1, 1]
                + 12 * G[2, 2, 0])
shifted_shells = -6 * G[2, 0, 0] + 12 * G[2, 2, 0] - 8 * G[2, 2, 2]
assert abs(gamma_shells / error[4, 0] - 1) < 0.01   # omitted far shells
assert abs(shifted_shells / error[4, 1] - 1) < 0.01  # omitted far shells
assert abs(error[4, 1]) < abs(error[4, 0])
assert abs(error[8, 1]) < abs(error[8, 0])
print(f"N=4 first-shell term 12 G: {12 * G[1, 1, 0]:.3e}")
print(f"N=4 second-shell term 6 G: {6 * G[2, 0, 0]:.3e}")
print(f"N=4 error from four shells, Gamma-centred: {gamma_shells:.3e}")
print(f"N=4 error from three surviving shells, shifted:"
      f" {shifted_shells:.3e}")
print(f"N=4 error ratio |Gamma-centred/shifted|:"
      f" {abs(error[4, 0] / error[4, 1]):.1f}")
print("success")
```

Output:

```
operations of the lattice point group: 48
Gamma mesh, fixed points per operation (N=4, N=8):
  1 x identity: 64, 512
  9 x twofold rotation: 8, 16
  6 x fourfold rotation: 4, 8
  8 x threefold rotation: 4, 8
  1 x inversion: 8, 8
  9 x mirror: 16, 64
  6 x S4: 4, 4
  8 x S6: 2, 2
operations preserving the shifted mesh: 12
shifted mesh, fixed points summed over these (N=4, N=8): 120 720
Gamma-centred N=4: mesh points 64, irreducible 8, symmetry-completed set 64
  star representative (2 pi/a), multiplicity:
  (0.000 0.000 0.000)  1
  (0.250 0.250 0.250)  8
  (0.500 0.000 0.000)  6
  (0.500 0.500 0.000)  12
  (0.750 0.250 0.250)  24
  (0.500 0.500 0.500)  4
  (1.000 0.000 0.000)  3
  (1.000 0.500 0.000)  6
shifted N=4: mesh points 64, irreducible 10, symmetry-completed set 256
  star representative (2 pi/a), multiplicity:
  (0.125 0.125 0.125)  2
  (0.375 0.125 0.125)  6
  (0.375 0.375 0.125)  6
  (0.375 0.375 0.375)  2
  (0.625 0.125 0.125)  6
  (0.625 0.375 0.125)  12
  (0.625 0.375 0.375)  6
  (0.625 0.625 0.125)  6
  (0.875 0.125 0.125)  6
  (0.875 0.375 0.125)  12
Gamma-centred N=8: mesh points 512, irreducible 29, symmetry-completed set 512
shifted N=8: mesh points 512, irreducible 60, symmetry-completed set 2048
reference average of f (dimensionless): 0.26941623
error of f, Gamma-centred N=4, 8 points: 1.417e-03
error of f, shifted N=4, 10 points: -3.956e-05
error of f, Gamma-centred N=8, 29 points: 3.001e-06
error of f, shifted N=8, 60 points: -9.682e-09
N=4 first-shell term 12 G: 1.341e-03
N=4 second-shell term 6 G: 4.240e-05
N=4 error from four shells, Gamma-centred: 1.415e-03
N=4 error from three surviving shells, shifted: -3.956e-05
N=4 error ratio |Gamma-centred/shifted|: 35.8
success
```
